# Spin-Disorder Free Energy of Paramagnetic MnO at 1000 K

## Problem

The equilibrium between manganese, oxygen and MnO can be estimated from static total energies: the nuclei are at rest and each electronic calculation describes one fixed arrangement of magnetic moments. At 1000 K, however, MnO is paramagnetic. Its manganese ions keep their local moments, but the directions of these moments are disordered.

Take stoichiometric MnO with high-spin Mn$^{2+}$ ions, configuration $d^5$, on a face-centred cubic (fcc) lattice. Describe their coupling by

$$
H=\sum_{\langle ij\rangle}J_{ij}\,\mathbf S_i\cdot\mathbf S_j ,
$$

where every pair is counted once, the spin operators are in units of $\hbar$, and $J_{ij}>0$ favours antiparallel spins. Let $J_1$ act between the 12 nearest and $J_2$ between the 6 second-nearest Mn neighbours. Use $J_1=J_2=0.9$ meV, a rough typical size for MnO, and hold both fixed with temperature.

1. Find the number of low-energy states of one ion.
2. Find the free energy of ideal spin disorder per Mn at 1000 K. What would counting up and down moments alone give?
3. A static calculation uses the type-II antiferromagnetic (AFM) order, in which ferromagnetic (111) planes alternate in direction. What is the free energy of the ideal paramagnet relative to that calculation?
4. Show that the heat absorbed through the magnetic transition leads to the same result in mean-field theory.
5. Estimate the effect of the short-range order that survives at 1000 K.
6. By what factor does the spin term change the oxygen pressure at which Mn and MnO coexist? Which omitted effects matter?

## Solution

### 1. States of one ion

Five electrons can be placed in ten $d$ spin-orbitals in $\binom{10}{5}=252$ ways. In the high-spin ground term all five spins can be parallel, with $M_S=5/2$. The Pauli principle then requires one electron in each of the five orbitals, so there is one such microstate. Its orbital projection is

$$
M_L=(-2)+(-1)+0+1+2=0 .
$$

A term with $L>0$ would also have microstates with $M_L\neq0$ at this $M_S$. There are none, so $L=0$ and $S=5/2$. The degeneracy is

$$
(2S+1)(2L+1)=6\times1=6 .
$$

The cubic crystal field separates the $d$ orbitals into two groups, but as long as the ion remains high-spin each orbital still holds one electron. No orbital degeneracy is therefore added. Weak splittings inside the sextet are considered in part 6.

### 2. Ideal spin disorder

Suppose first that exchange is negligible compared with $k_BT$, where $k_B$ is the Boltzmann constant. Measure energy from the common energy of the six states. The partition function of $N$ ions is then a count of states:

$$
Z=\prod_{i=1}^{N}(2S+1)=(2S+1)^N .
$$

With $F=-k_BT\ln Z$, the free energy per ion is

$$
f_{\rm spin}=\frac{F}{N}=-k_BT\ln(2S+1)=-k_BT\ln6 .
$$

The entropy is $s_{\rm spin}=-\partial f_{\rm spin}/\partial T=k_B\ln6$. At 1000 K, $k_BT=0.08617$ eV, and

$$
f_{\rm spin}=-(0.08617\ \text{eV})(1.7918)=-0.1544\ \text{eV per Mn},
$$

or $-14.90$ kJ/mol. One formula unit contains one Mn, so this is also the value per MnO.

A calculation for one prescribed spin arrangement has one configuration and hence no configurational spin entropy. This is the sense in which the term is absent from a static calculation.

If each moment could only point up or down, the count would be two, and the result would be

$$
-k_BT\ln2=-0.0597\ \text{eV per Mn}.
$$

The difference, $-k_BT\ln3$, comes from the four further states of the sextet. A supercell with random up and down moments can represent the *energy* of disorder, but the number of its sign patterns does not give the entropy of spins 5/2.

### 3. The antiferromagnetic reference

The value $-0.1544$ eV is measured from the mean energy of disordered moments. A calculation for the AFM state starts from a lower energy, which must be found before the two can be compared.

Write the Mn positions as $(a/2)(n_1,n_2,n_3)$, with $a$ the cubic lattice parameter and $n_1+n_2+n_3$ even. Type-II order has spin direction

$$
\sigma(\mathbf n)=(-1)^{(n_1+n_2+n_3)/2}.
$$

Start from the ion at the origin. The nearest neighbours are of the type $(\pm1,\pm1,0)$ and its permutations. If the two nonzero entries have equal signs, their sum is $\pm2$ and the neighbour is antiparallel. If the signs are opposite, the sum is zero and it is parallel. There are six of each. The second neighbours, such as $(\pm2,0,0)$, have sum $\pm2$, so all six are antiparallel.

The static state is represented by a product of fully polarized spins. For such a state $\langle\mathbf S_i\cdot\mathbf S_j\rangle=\pm S^2$, because the transverse components have zero expectation value. Since each bond is shared by two ions,

$$
e_{\rm AFM}=\frac12\left[J_1S^2(6-6)-6J_2S^2\right]=-3J_2S^2 .
$$

For the disordered reference, give all spin states equal weight. Denote this average by $\langle\cdots\rangle_0$. Each spin component has zero trace, so

$$
\langle\mathbf S_i\cdot\mathbf S_j\rangle_0
=\sum_a\langle S_i^a\rangle_0\langle S_j^a\rangle_0=0 .
$$

The mean exchange energy is zero. Uncorrelated up and down signs also average to zero, which is why a sufficiently random collinear supercell can supply this reference energy.

Disordering the AFM state therefore costs $3J_2S^2$, and

$$
f_{\rm ideal}-e_{\rm AFM}=3J_2S^2-k_BT\ln(2S+1).
$$

For the example,

$$
3J_2S^2=3(0.9\ \text{meV})(2.5)^2=0.0169\ \text{eV},
$$

$$
f_{\rm ideal}-e_{\rm AFM}=0.0169-0.1544=-0.1375\ \text{eV per Mn}.
$$

Thus the stabilisation of about 0.15 eV belongs to a disordered-energy reference. If the static number is the AFM energy, adding the whole $-0.1544$ eV to it would omit the cost of destroying the order. The quantum AFM ground state lies below the product-state energy, but that shift does not enter here: the reference is the static energy, and the paramagnetic free energy comes from the trace over all spin states. The cancellation of the $J_1$ terms assumes a cubic cell. A relaxed type-II cell of real MnO distorts rhombohedrally by roughly $0.6^\circ$, which makes the parallel and antiparallel $J_1$ unequal and lowers the static energy by a further 1–3 meV per Mn. This is more than the short-range corrections of part 5, and it must be added to the cost if the static cell is relaxed.

### 4. The same result from the heat absorbed

In mean-field theory each spin feels the average moment of its neighbours. Let $m$ be the magnitude of $\langle S^z\rangle$ on either sublattice. The nearest-neighbour fields cancel, while six antiparallel second neighbours give the single-ion energies $-6J_2mM$, where $M=-S,\ldots,S$ is measured along the local direction of order. Define

$$
x=\frac{6J_2m}{k_BT},\qquad z(x)=\sum_{M=-S}^{S}e^{xM},\qquad m=\frac{d\ln z}{dx}.
$$

The last equation determines $m(T)$. The internal energy per ion is $u=-3J_2m^2$; the factor is 3 rather than 6 because each bond is shared.

Near the transition $m$ is small. Expanding the thermal average gives $m\simeq x\langle (S^z)^2\rangle_0=xS(S+1)/3$. Inserting $x$ and cancelling $m$ gives the ordering temperature

$$
k_BT_N=2J_2S(S+1),
$$

or 183 K for the chosen $J_2$. Above it, $m=0$ and $u=0$.

The entropy gained on heating follows from $ds=du/T$:

$$
ds=-\frac{6J_2m}{T}\,dm=-k_Bx\,dm .
$$

Heating takes $m$ from $S$ to zero. Reversing the limits removes the minus sign, and integration by parts gives

$$
\Delta s=k_B\int_0^Sx\,dm
=k_B\left[xm-\ln z\right]_{x=0}^{x\to\infty}.
$$

At large $x$ the state $M=S$ dominates, so $\ln z\to xS$ and $m\to S$. The corrections are exponentially small even after multiplication by $x$, and the upper limit contributes zero. At the lower limit $z(0)=2S+1$. Hence

$$
\Delta s=k_B\ln(2S+1).
$$

The ordered ground state has zero entropy in this theory. Above $T_N$, therefore,

$$
f-e_{\rm AFM}=(u-e_{\rm AFM})-T\Delta s
=3J_2S^2-k_BT\ln(2S+1),
$$

as in part 3. The exchange cost is the heat absorbed while the order disappears, and the entropy term is the gain from the states made accessible.

The formula must not be continued to low temperature. There the spins order and their entropy falls, whereas the ideal paramagnet would retain $k_B\ln6$ down to $T=0$.

### 5. Short-range order at 1000 K

Mean-field theory has no correlations above $T_N$. The Hamiltonian $H$ does, because neighbouring spins still prefer to be antiparallel. Let $\beta=1/(k_BT)$ and expand the trace:

$$
\frac{Z}{6^N}=1-\beta\langle H\rangle_0+\frac{\beta^2}{2}\langle H^2\rangle_0
-\frac{\beta^3}{6}\langle H^3\rangle_0+\cdots .
$$

The linear term vanishes. In the logarithm, the square of the second-order term first appears at order $\beta^4$. Through the order retained,

$$
F=-Nk_BT\ln6-\frac{\langle H^2\rangle_0}{2k_BT}
+\frac{\langle H^3\rangle_0}{6(k_BT)^2}+\cdots .
$$

**Second moment.** Put $X=S(S+1)=8.75$. Rotational symmetry gives $\langle S^aS^b\rangle_0=\delta_{ab}X/3$. For one bond,

$$
\langle(\mathbf S_i\cdot\mathbf S_j)^2\rangle_0
=\sum_{ab}\left(\frac X3\delta_{ab}\right)^2=\frac{X^2}{3}.
$$

Products of two different bonds vanish, since at least one site then carries a single spin operator. Each Mn has $12/2=6$ nearest-neighbour bonds and $6/2=3$ second-neighbour bonds. With $J_1=J_2=J$,

$$
\frac{\langle H^2\rangle_0}{N}=9J^2\frac{X^2}{3}=3J^2X^2 .
$$

The second-order correction is

$$
f_2=-\frac{3J^2X^2}{2k_BT}=-0.00108\ \text{eV per Mn}.
$$

**Third moment.** Two kinds of product survive. The first uses one bond three times. By rotational symmetry $\langle S^aS^bS^c\rangle_0=c\,\epsilon_{abc}$, where $\epsilon_{abc}$ is the antisymmetric symbol. The commutator $[S^x,S^y]=iS^z$ gives $2c=iX/3$, hence $c=iX/6$. The six nonzero components then give

$$
\langle(\mathbf S_i\cdot\mathbf S_j)^3\rangle_0
=6\left(\frac{iX}{6}\right)^2=-\frac{X^2}{6}.
$$

The second kind uses the three bonds of a triangle once each. Every site carries two operators, so one ordering contributes

$$
\left(\frac X3\right)^3\sum_{abc}\delta_{ab}\delta_{bc}\delta_{ca}
=3\left(\frac X3\right)^3=\frac{X^3}{9},
$$

and there are $3!=6$ orderings.

To count triangles, note that two nearest neighbours have four common nearest neighbours. This gives $6\times4/3=8$ triangles per Mn, because each contains three such bonds. A second-neighbour pair also has four common nearest neighbours, which gives $3\times4=12$ triangles with one $J_2$ bond. Two second-neighbour bonds from one site cannot be closed by a bond in the model. The total is 20, and

$$
\frac{\langle H^3\rangle_0}{N}
=J^3\left(-\frac{9X^2}{6}+20\times6\times\frac{X^3}{9}\right)
=J^3\left(-\frac{3X^2}{2}+\frac{40X^3}{3}\right).
$$

Division by $6(k_BT)^2$ gives $f_3=+0.00014$ eV per Mn. The triangle term dominates and is positive for antiferromagnetic exchange: three spins cannot all be mutually antiparallel, which reduces the energy gained through correlations.

Through third order, the result relative to the static AFM energy is

$$
\Delta f=-0.13753-0.00108+0.00014
\simeq-0.1385\ \text{eV per Mn}.
$$

The two corrections together are below 1% of the ideal term. At 1000 K the spins are thus close to ideal disorder in this model, and the exchange cost of part 3 is the larger correction. Since $|f_3/f_2|$ grows as $1/T$, the truncated series loses its value on cooling towards the transition.

### 6. Oxygen pressure and omitted effects

For $\mathrm{Mn}+\tfrac12\mathrm O_2\rightleftharpoons\mathrm{MnO}$, equilibrium requires

$$
\mu_{\rm O}=g_{\rm MnO}-g_{\rm Mn},
$$

where $g$ is the free energy per formula unit of a solid. For an ideal gas,

$$
\mu_{\rm O}=\frac12\left[\mu^\circ_{\rm O_2}(T)+k_BT\ln\frac{p}{p^\circ}\right].
$$

Here $p^\circ$ is the standard pressure. Hold the temperature and the free energy of the metal fixed. A change $\Delta g$ in the oxide then changes $\mu_{\rm O}$ by $\Delta g$, so

$$
\Delta g=\frac12k_BT\ln\frac{p_{\rm new}}{p_{\rm old}},
\qquad
\frac{p_{\rm new}}{p_{\rm old}}=e^{2\Delta g/k_BT}.
$$

For the ideal spin term,

$$
\frac{p_{\rm new}}{p_{\rm old}}=e^{-2\ln6}=\frac1{36}.
$$

The oxide remains stable down to an oxygen pressure 36 times lower than without the term. If the starting point is the static energy of the cubic AFM cell, $\Delta g=-0.1385$ eV and the factor is 0.040, or about $1/25$.

**Comparison with real MnO.** The measured ordering temperature is roughly 120 K, below the mean-field value of 183 K. Mean-field theory neglects correlated fluctuations and so overestimates this temperature; the gap alone does not show that the exchange constants are wrong. Both are far below 1000 K, so the paramagnetic assumption is sound, but the exchange constants remain rough. At the rough central values used below, the largest omission sized here is lattice vibration. For $n$ modes of one energy $\hbar\omega$,

$$
f_{\rm vib}=n\left[\frac{\hbar\omega}{2}+k_BT\ln\left(1-e^{-\hbar\omega/k_BT}\right)\right].
$$

Rough phonon energies of 35 meV for the oxide ($n=6$) and 25 meV for the metal ($n=3$) give $-0.462$ and $-0.319$ eV per Mn. Their difference, about $-0.14$ eV, is comparable in size to the spin term. It is only an estimate of size: changing the oxide phonon energy by 5 meV and the metal one by 3 meV, in either direction, can move the difference anywhere between about $-0.04$ and $-0.25$ eV. Thermal terms of the oxygen gas belong to $\mu^\circ_{\rm O_2}$.

Spin disorder in the metal acts in the opposite direction. A trial local moment of 1 Bohr magneton, with spin $1/2$, would give the metal $-k_BT\ln2=-0.0597$ eV. The ideal spin contribution to the reaction would shrink to $-0.1544+0.0597=-0.0947$ eV, and the pressure factor would become $(2/6)^2=1/9$. This trial moment shows the sensitivity; it is not a determination of the moment in manganese. Tabulated entropies near 1000 K exceed these simple models by roughly 14 J/(mol K) for the metal (vibration only) and 10 J/(mol K) for the oxide (vibration plus spin), to be compared with $R\ln6=14.9$ J/(mol K), where $R$ is the gas constant. What the models omit in each solid is therefore of the same order as the spin term.

Two ionic effects are negligible. If the cubic field splits the sextet into a quartet and a doublet separated by $\delta$, with their mean energy fixed, the leading shift is minus the variance of the levels divided by $2k_BT$:

$$
-\frac{1}{2k_BT}\,\frac46\,\frac26\,\delta^2=-\frac{\delta^2}{9k_BT}.
$$

The splitting is typically of order $10^{-3}$ meV or less; even for a generous $\delta=0.01$ meV this is only $-1.3\times10^{-10}$ eV. The lowest excited level of the ion in the cubic field is a spin quartet with threefold orbital degeneracy, or $4\times3=12$ states. At a rough 2 eV they contribute about $-k_BT(12/6)e^{-2\,\text{eV}/k_BT}=-1.4\times10^{-11}$ eV.

The spin term is therefore well defined, but it is one part of the thermal correction. A prediction of the oxidation pressure also needs the vibrations of both solids, the magnetic state and electronic excitations of the metal and, where MnO departs from stoichiometry, its defects.
